# Finite-size energy corrections from the missing zero-wavevector mode

**The problem.** A simulation of an electron gas uses $N$ electrons in a periodic cube of edge $L$ and volume $\Omega=L^3$. The gas is homogeneous and unpolarized, has density $n=N/\Omega$, and is neutralized by a uniform background. Its density fluctuations are sampled only at wavevectors $\mathbf q=2\pi\mathbf m/L$, with $\mathbf m$ a nonzero triple of integers. How much potential and kinetic energy is lost because $\mathbf q=0$ is absent?

Hartree atomic units are used, with $v_q=4\pi/q^2$ and plasma frequency $\omega_p=\sqrt{4\pi n}$. The symbol $\Delta$ means the energy of $N$ electrons in the infinite system minus the energy of the finite cell. It is therefore the correction to be added to the simulation result.

## (a) Write the potential-energy error as an integral minus a sum

**Solution.** Let $\rho_{\mathbf q}=\sum_j e^{-i\mathbf q\cdot\mathbf r_j}$ and, for $\mathbf q\neq0$, let $S(q)=\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle/N$. The periodic (Ewald) interaction is

$$v_E(\mathbf r)=\frac1\Omega\sum_{\mathbf q\ne0}v_q e^{i\mathbf q\cdot\mathbf r}.$$

The background removes the $\mathbf q=0$ term. Each electron also interacts with its own periodic images, which costs $v_M/2$ with $v_M=\lim_{r\to0}[v_E(\mathbf r)-1/r]$. Since $1/r=\int d^3q\,v_qe^{i\mathbf q\cdot\mathbf r}/(2\pi)^3$,

$$v_M=\frac1\Omega\sum_{\mathbf q\ne0}v_q-\int\!\frac{d^3q}{(2\pi)^3}\,v_q .$$

Sum and integral diverge separately at large $q$. Both are taken with the same factor $e^{-\alpha q^2}$, and $\alpha\to0$ after the subtraction. The same convention holds below.

In the pair energy, $\sum_{i\neq j}e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}=\rho_{\mathbf q}\rho_{-\mathbf q}-N$, so

$$V_N=\frac{N}{2\Omega}\sum_{\mathbf q\ne0}v_q[S_N(q)-1]+\frac N2v_M
=\frac N2\left[\frac1\Omega\sum_{\mathbf q\ne0}v_qS_N(q)-\int\!\frac{d^3q}{(2\pi)^3}v_q\right].$$

The self-image term has cancelled the $-1$ in the sum. In the infinite system the energy of $N$ electrons is $\frac N2\int d^3q\,v_q[S(q)-1]/(2\pi)^3$.

Now assume that the finite cell already has the infinite-system structure factor at its nonzero wavevectors, $S_N(q)=S(q)$. Subtracting and using $N=n\Omega$ gives

$$\Delta V=\Omega\int\!\frac{d^3q}{(2\pi)^3}\,p(q)-\sum_{\mathbf q\neq0}p(q),\qquad p(q)=\frac n2v_qS(q).$$

Here $p(q)$ is the potential energy carried by one mode, apart from the self-interaction constant.

## (b) Show that the leading error is the value of the integrand at $\mathbf q=0$

**Solution.** The Poisson summation formula relates a sum over all cell wavevectors to a sum over the lattice vectors $\mathbf R$ of the repeated cell:

$$\sum_{\mathbf q}f(\mathbf q)=\Omega\sum_{\mathbf R}F(\mathbf R),\qquad F(\mathbf R)=\int\!\frac{d^3q}{(2\pi)^3}f(\mathbf q)e^{i\mathbf q\cdot\mathbf R}.$$

The term $\mathbf R=0$ is the integral. Moving $f(0)$ out of the sum gives

$$\Omega\int\!\frac{d^3q}{(2\pi)^3}f-\sum_{\mathbf q\ne0}f=f(0)-\Omega\sum_{\mathbf R\ne0}F(\mathbf R).$$

If $f$ is smooth, $F(\mathbf R)$ falls faster than any power of $R$. Since every remaining $R$ is at least $L$, the last term vanishes quickly as the cell grows.

Non-smooth points leave slower terms. For a contribution $c|\mathbf q|$ near the origin, the substitution $\mathbf q=2\pi\mathbf m/L$ shows that the correction scales as $1/L$. A jump in the second derivative at $q=2k_F$, where $k_F=(3\pi^2n)^{1/3}$, gives $F\sim\cos(2k_FR)/R^4$, and $\Omega F$ again scales as $1/L$. The free-electron structure factor has such a jump. I assume that the singularity of the interacting gas is no stronger. The leading error is then $f(0)$.

This is also the energy of an omitted region. The volume of $\mathbf q$-space belonging to one wavevector is $(2\pi)^3/\Omega$. An integrand nearly constant over it contributes $\Omega\,(2\pi)^{-3}\,[(2\pi)^3/\Omega]\,f(0)=f(0)$.

## (c) Find the small-$q$ structure factor and the potential correction

Use the random-phase approximation (RPA), and keep an interaction strength $\lambda$ for later use: the interaction is $\lambda v_q$, with $\lambda=1$ the physical value.

**Solution.** Let $|s\rangle$ be the excited states and $\omega_s$ their excitation energies. The density response at imaginary frequency is

$$\chi_\lambda(q,iu)=-\frac1\Omega\sum_s|\langle s|\rho_{\mathbf q}|0\rangle|^2\frac{2\omega_s}{\omega_s^2+u^2}.$$

Because $\int_0^\infty du\,2\omega_s/(\omega_s^2+u^2)=\pi$, and the sum of squared matrix elements is $NS_\lambda$,

$$nS_\lambda(q)=-\frac1\pi\int_0^\infty du\,\chi_\lambda(q,iu).$$

For free electrons, with a factor 2 for spin,

$$\chi_0(q,iu)=-2\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\frac{2D}{D^2+u^2},\qquad D=\mathbf k\cdot\mathbf q+\frac{q^2}2 .$$

When $u\gg qk_F$ and $q$ is small, the denominator is $u^2$. The term $\mathbf k\cdot\mathbf q$ averages to zero over the Fermi sphere, so $2D$ averages to $q^2$, and $\chi_0\to-nq^2/u^2$.

In the RPA, electrons respond as free particles to the external potential plus the induced electrostatic potential. Hence $\chi_\lambda=\chi_0+\chi_0\lambda v_q\chi_\lambda$, or $\chi_\lambda=\chi_0/(1-\lambda v_q\chi_0)$. Since $v_qnq^2=4\pi n=\omega_p^2$,

$$\chi_\lambda\to-\frac{nq^2/u^2}{1+\lambda\omega_p^2/u^2}=-\frac{nq^2}{u^2+\lambda\omega_p^2}.$$

The frequencies $u\lesssim qk_F$, where this form fails, do not matter at leading order. There $|\chi_\lambda|\le1/(\lambda v_q)\propto q^2$, and the width of the region is proportional to $q$, so the contribution is of order $q^3$. With $\int_0^\infty du/(u^2+a^2)=\pi/(2a)$,

$$S_\lambda(q)\to\frac{q^2}{2\sqrt\lambda\,\omega_p}.$$

At $\lambda=1$, in ordinary units, this is $\hbar q^2/(2m\omega_p)$. The factor $q^2$ cancels the divergence of $v_q$:

$$p(0)=\frac n2\,\frac{4\pi}{q^2}\,\frac{q^2}{2\omega_p}=\frac{\pi n}{\omega_p}=\frac{\omega_p}4,$$

where the last step uses $\pi n=\omega_p^2/4$. Thus $\Delta V\to\omega_p/4$ for the whole cell, or $\omega_p/(4N)$ per electron.

## (d) Find the total and kinetic corrections

**Solution.** Let the Hamiltonian be $T+\lambda V$, where $V$ includes the background. The Hellmann–Feynman theorem gives $dE/d\lambda=\langle V\rangle_\lambda$. Integrating from the free gas to the physical gas assigns to each mode the energy

$$e(q)=\int_0^1d\lambda\,\frac n2v_qS_\lambda(q).$$

Inserting the response formula and doing the $\lambda$ integral,

$$e(q)=-\frac1{2\pi}\int_0^\infty du\int_0^1d\lambda\,\frac{v_q\chi_0}{1-\lambda v_q\chi_0}
=\frac1{2\pi}\int_0^\infty du\,\ln(1-v_q\chi_0).$$

For $q\to0$, part (c) gives $\frac n2v_qS_\lambda\to\omega_p/(4\sqrt\lambda)$. Therefore

$$e(0)=\frac{\omega_p}4\int_0^1\frac{d\lambda}{\sqrt\lambda}=\frac{\omega_p}2 .$$

The limit needs care at weak coupling, because the small-$q$ form of $S_\lambda$ requires $\sqrt\lambda\,\omega_p\gg qk_F$. The excluded range of $\lambda$ has width of order $q^2$. In it $S_\lambda\le S_0$, since the RPA response is weaker than the free response. Also $S_0$ is of order $q$, because the Pauli principle lets only electrons near the Fermi surface be excited. The excluded energy is thus of order $q^2\cdot q^{-2}\cdot q=q$, which vanishes.

Assume, as in part (a) but now for every $\lambda$, that the cell has the infinite-system $S_\lambda(q)$ at its nonzero wavevectors. The argument of part (b) then applies to $e(q)$ as well. The coupling integral measures energy from the free gas in the same cell, so from here on $\Delta E$ and $\Delta T$ denote the total and kinetic errors beyond the kinetic error of non-interacting electrons in that cell. Subtracting the potential part from the total,

$$\Delta E\to\frac{\omega_p}2,\qquad \Delta T\to\frac{\omega_p}2-\frac{\omega_p}4=\frac{\omega_p}4 .$$

The non-interacting error comes from the discrete filling of orbitals and must be treated separately. Averaging over twists, that is, over phase shifts in the boundary conditions, reduces it.

The kinetic share of any mode, $t(q)=e(q)-p(q)$, can be confirmed without using the coupling integral to separate it. Multiply the kinetic operator by $\mu$, so that $dE/d\mu=\langle T\rangle$ at $\mu=1$. The free response becomes $\chi_0(q,iu/\mu)/\mu$, and with $u=\mu s$

$$e(q;\mu)=\frac\mu{2\pi}\int_0^\infty ds\,\ln\!\left[1-\frac{v_q\chi_0(q,is)}\mu\right].$$

Differentiating the prefactor and the logarithm at $\mu=1$,

$$\frac{\partial e}{\partial\mu}=e(q)+\frac1{2\pi}\int_0^\infty ds\,\frac{v_q\chi_0}{1-v_q\chi_0}=e(q)-p(q).$$

The last integral is $-p(q)$ by the formula for $S$ in part (c).

## (e) Explain the equal split by identifying the missing motion

**Solution.** Displace all electrons by $x$ along the direction of a very long longitudinal wave. The polarization has magnitude $nx$, the electric field has magnitude $4\pi nx$, and the field energy in volume $\Omega$ is $2\pi n^2x^2\Omega=2\pi nNx^2$. The normalized coordinate $X=\sqrt N\,x$ has unit mass, so the mode Hamiltonian is

$$H=\frac{P^2}2+\frac{\omega_p^2X^2}2 .$$

Its zero-point energy is $\omega_p/2$. In the oscillator ground state $\langle X^2\rangle=1/(2\omega_p)$, so the potential part is $\omega_p/4$, and the kinetic part is the remaining $\omega_p/4$. In the periodic cell with its $\mathbf q=0$ interaction removed, a uniform displacement meets no restoring force. Each wavevector carries one longitudinal density mode, so the missing wavevector counts as one oscillator, not one per direction of displacement. Its zero-point energy is what the simulation lacks.

## (f) Determine how fast the kinetic correction reaches its limit

**Solution.** The weak-coupling estimate in part (d) hints at a term linear in $q$. To find it, put $u=qk_Fy$. The substitution $\mathbf k\to-\mathbf k-\mathbf q$ reverses the sign of $D$, so the free response can be written with the occupations $f$ as

$$\chi_0=-2\int\!\frac{d^3k}{(2\pi)^3}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\frac D{D^2+u^2}.$$

For small $q$, $f_{\mathbf k}-f_{\mathbf k+\mathbf q}\to q\cos\theta\,\delta(k-k_F)$ and $D\to qk_F\cos\theta$. With $\zeta=\cos\theta$,

$$\chi_0\to-\frac{k_F}{2\pi^2}\int_{-1}^1d\zeta\,\frac{\zeta^2}{\zeta^2+y^2}=-\frac{k_F}{\pi^2}h(y),\qquad h(y)=1-y\arctan\frac1y .$$

Since $\int_0^\infty du\,\ln(1+\omega_p^2/u^2)=\pi\omega_p$, the departure from the limit is

$$e(q)-\frac{\omega_p}2=\frac1{2\pi}\int_0^\infty du\,\ln\frac{1-v_q\chi_0}{1+\omega_p^2/u^2}.$$

At fixed $y$ and small $q$, both 1's are negligible. The numerator is $4k_Fh/(\pi q^2)$. Using $n=k_F^3/(3\pi^2)$, the denominator is $4k_F/(3\pi q^2y^2)$. Their ratio is $3y^2h(y)$, and $du=qk_F\,dy$, so

$$e(q)=\frac{\omega_p}2+c\,q+\dots,\qquad c=\frac{k_F}{2\pi}\int_0^\infty dy\,\ln[3y^2h(y)].$$

The integral converges at large $y$, where $3y^2h\approx1-3/(5y^2)$. It is negative because $h=\int_0^1d\zeta\,\zeta^2/(\zeta^2+y^2)<1/(3y^2)$.

The potential share has no linear term. It contains $1/(1-v_q\chi_0)$, which is of order $q^2$ in the frequency region of width $qk_F$, so that region changes $p$ at order $q^3$. Higher frequencies give terms of order $q^2$. Hence $t(q)=\omega_p/4+cq+\dots$, with the same $c$.

Applying the difference of part (b) to $c|\mathbf q|$ gives

$$\Delta T\approx\frac{\omega_p}4+\frac{2\pi cK}L,\qquad K=\int d^3m\,|\mathbf m|-\sum_{\mathbf m}|\mathbf m|,$$

with a common smooth cutoff in $K$. Numerically $K\approx0.267$. The formula leaves out the oscillating term from $q=2k_F$ in part (b), which is also of order $1/L$; in the cells tabulated in part (g) it is below 1% of the term kept. Because $L\propto N^{1/3}$, the kinetic correction per cell approaches its limit slowly; at the density of part (g) it does so from below. This slope is an RPA result.

## (g) Evaluate the corrections for $r_s=2$ bohr

Here $r_s$ is the radius of a sphere containing one electron on average.

**Solution.** The density is $n=3/(4\pi r_s^3)=3/(32\pi)=0.02984$ bohr$^{-3}$. Then

$$\omega_p=\sqrt{4\pi n}=\sqrt{3/8}=0.6124\ \text{hartree},\qquad \frac{\omega_p}4=0.1531\ \text{hartree}=4.17\ \text{eV}.$$

The total leading correction is twice this, $0.3062$ hartree or $8.33$ eV per cell. For $N=54$, each half is $0.1531/54=0.00284$ hartree per electron.

To see the approach to the limit, the RPA functions $p(q)$ and $t(q)$ are summed over the cell wavevectors and subtracted from their integrals. Sum and integral carry the common factor $e^{-(q/3k_F)^2}$. It damps the contribution from $q=2k_F$, so removing it shifts $\Delta V$ and $\Delta T$ by up to a few units in the last digit shown. All energies in the table are in hartree per cell; the last column is the formula of part (f).

| $N$ | $\Delta V$ | $\Delta T$ | $\omega_p/4+2\pi cK/L$ |
|---:|---:|---:|---:|
| 54 | 0.1523 | 0.1069 | 0.1062 |
| 250 | 0.1532 | 0.1252 | 0.1250 |
| 1000 | 0.1536 | 0.1355 | 0.1354 |
| 8000 | 0.1531 | 0.1443 | 0.1442 |

For $N=54$, $L=12.19$ bohr and $c=-0.3409$ hartree bohr, so the linear term is

$$\frac{2\pi(-0.3409)(0.267)}{12.19}=-0.0469\ \text{hartree},$$

and $0.1531-0.0469=0.1062$ hartree. The potential correction is within 1% of $\omega_p/4$ at this size. The kinetic correction is 30% below $\omega_p/4$, and even at $N=8000$ it is 6% below. The two halves are therefore equal in the limit, but not in the cells tabulated here.

The small deviations of $\Delta V$ do not shrink steadily with $N$. The oscillating term from $q=2k_F$ in part (b), summed over the lattice vectors, has the sign of the deviation in all four cells and accounts for its size at $N=1000$ and $8000$.

The assumption $S_N(q)=S(q)$ was examined, within the RPA, in a 250-electron cell with discrete orbitals and 200 averaged twists. At the smallest nonzero wavevector, the potential share is $0.1442$ hartree in both the cell and the infinite system. The kinetic shares are $0.0753$ and $0.0752$ hartree, the first with a sampling uncertainty of $0.0001$ hartree from the finite number of twists. Agreement at one wavevector does not make the assumption exact. In a twist-averaged 54-electron cell, the small differences summed over all modes with $q<2.5k_F$ exceed the infinite-system values by about $0.002$ hartree for the potential share and $0.004$ hartree for the kinetic share. This is small against $\omega_p/4$ but larger than the last digit of the table. The numerical check also tests the coupling integral and the mass derivative of part (d).

## (h) Show how a restoring force changes the result

Let the missing mode be bound by an additional spring of frequency $\omega_g$, as a simple model of electrons that are not free to move through the system.

**Solution.** The mode now has frequency $W=\sqrt{\omega_p^2+\omega_g^2}$. Without the $\mathbf q=0$ interaction, its frequency would be $\omega_g$. The missing total energy is $(W-\omega_g)/2$. With $\langle X^2\rangle=1/(2W)$, the interaction part is

$$\frac{\omega_p^2}2\langle X^2\rangle=\frac{\omega_p^2}{4W}.$$

The remainder is the change in kinetic plus binding energy. Using $\omega_p^2=W^2-\omega_g^2$,

$$\frac{W-\omega_g}2-\frac{W^2-\omega_g^2}{4W}
=\frac{2W^2-2W\omega_g-W^2+\omega_g^2}{4W}=\frac{(W-\omega_g)^2}{4W}.$$

The ratio of this one-body part to the interaction part is $(W-\omega_g)/(W+\omega_g)$. It equals 1 for $\omega_g=0$ and is smaller for any $\omega_g>0$.

Keep $\omega_p=0.6124$ hartree and choose $\omega_g=0.5$ hartree. Then $W=0.7906$ hartree. The interaction part is $0.375/(4\times0.7906)=0.1186$ hartree, and the one-body part is $(0.2906)^2/(4\times0.7906)=0.0267$ hartree. Their sum is $0.1453$ hartree, less than half of the free-carrier value $\omega_p/2=0.3062$ hartree. Applying $\omega_p/4$ twice to such a system would overcorrect it. The equal split belongs to carriers whose long-wavelength motion is restrained by their mutual Coulomb field alone. A real metal also has bound electrons, and the presence of free carriers does not restore the equal split. If half of $\omega_p^2$ is assigned to free carriers and half to carriers bound with $\omega_g=0.5$ hartree, the frequency integrals of parts (c) and (d) give an interaction part of $0.144$ hartree and a one-body part of $0.121$ hartree.

## Numbers as computed

```
r_s = 2.0 bohr
density n = 0.029842 bohr^-3
Fermi wavevector k_F = 0.95958 bohr^-1
plasma frequency omega_p = 0.61237 hartree
omega_p/4 = 0.15309 hartree = 4.166 eV
omega_p/2 = 0.30619 hartree = 8.332 eV
self-image potential times L, Fourier: -2.83730
self-image potential times L, real space: -2.83731
free-electron S(k_F): response 0.68750, Pauli 0.68750
S(0.01 k_F): RPA 7.51773e-05, q^2/(2 omega_p) 7.51824e-05
mode shares in hartree: q/k_F, potential p, kinetic t
  0.01  0.15308  0.14985
  0.10  0.15211  0.12335
  0.30  0.14530  0.07910
  0.50  0.13423  0.05023
  1.00  0.10112  0.01611
q = 0.3 k_F, e(q): log formula 0.224399 hartree
q = 0.3 k_F, e(q): coupling integral 0.224399 hartree
q = 0.3 k_F, t(q): e - p 0.079095 hartree
q = 0.3 k_F, t(q): mass derivative 0.079095 hartree
slope c of t(q): formula -0.34086 hartree bohr
slope c of t(q): from q = 0.01 k_F -0.33763 hartree bohr
lattice constant K = 0.2667
missing energy per cell in hartree:
  N, L in bohr, potential, kinetic, omega_p/4 + 2 pi c K/L
     54  12.186 0.15234 0.10688 0.10622
    250  20.310 0.15316 0.12518 0.12497
   1000  32.240 0.15357 0.13549 0.13538
   8000  64.480 0.15313 0.14425 0.14424
omega_p/(4N) for N = 54: 0.002835 hartree per electron
largest change with wider window, N = 250: 2.8e-05 hartree
250-electron cell, smallest q = 0.3224 k_F
  potential share: cell 0.14424, infinite 0.14423 hartree
  kinetic share: cell 0.07529, infinite 0.07520 hartree
free oscillator: potential 0.15309 hartree
free oscillator: kinetic 0.15309 hartree
gapped mode: omega_g = 0.50, W = 0.79057 hartree
gapped mode: interaction share 0.11858 hartree
gapped mode: one-body share 0.02670 hartree
gapped mode: total 0.14528 hartree
```
